# Zeeman levels of an acceptor quartet for a field along [001]

## Problem

The ground level of a shallow single acceptor on a substitutional site of an unstrained cubic semiconductor is typically a quartet of type $\Gamma_8$. Under the symmetry operations of the site its four states transform like the states $|m\rangle$, $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, of an angular momentum $J=\tfrac32$. The matrices $J_x,J_y,J_z$ are dimensionless, and their axes lie along the cube edges. In a magnetic field $\mathbf B$ the hole energy is described by

$$
H=\mu_B\left[g_1\,\mathbf B\cdot\mathbf J+g_2\left(B_xJ_x^3+B_yJ_y^3+B_zJ_z^3\right)\right],
$$

with two dimensionless constants $g_1$ and $g_2$. Energies are measured from the level at zero field. Electron energies have the opposite sign.

(a) Show that cubic symmetry allows no further term linear in $\mathbf B$.

(b) Find the levels for $\mathbf B\parallel[001]$, and confirm that a field along $[100]$ gives the same energies.

(c) Express $g_1$ and $g_2$ through the splittings of the pairs $\pm\tfrac32$ and $\pm\tfrac12$. What remains undetermined if only the magnitudes of the splittings are known?

(d) For $g_1>0$, find how the order of the levels depends on $r=g_2/g_1$.

(e) A weak oscillating field along $[100]$ is added to the static field along $[001]$. Which transitions does it drive, and at what energies?

(f) Evaluate the results for the model parameters $g_1=1.20$, $g_2=0.10$ and $B=1$ T. Find also the highest level when the same field points along $[111]$.

Assume that the quartet is far from all other levels compared with the Zeeman energies. Neglect strain, hyperfine coupling and, unless stated otherwise, terms in $B^2$.

## Solution

### (a) Two constants are enough

A term linear in the field has the form $\sum_i B_iA_i$, where the $A_i$ are three operators on the quartet. It is invariant if the $A_i$ transform among themselves as the components of $\mathbf B$ do. We must therefore count how often this vector representation occurs among the $4\times4=16$ independent operators.

It suffices to use the 24 proper rotations of the cube. The site has tetrahedral symmetry, whose improper operations are proper rotations combined with inversion. Inversion leaves the axial vector $\mathbf B$ unchanged. In an operator transformation $A\to UAU^\dagger$, any phase factor that it gives to the quartet cancels.

For a rotation by $\theta$, the character (the trace of the transformation) is

$$
\chi_B=1+2\cos\theta
$$

for the field, and

$$
\chi_{3/2}=2\cos\frac{\theta}{2}+2\cos\frac{3\theta}{2}
$$

for the quartet. The operators transform by $U$ on one side and $U^\dagger$ on the other, so their character is $|\chi_{3/2}|^2$. The classes give:

- Identity, 1 element: $\chi_B=3$ and $|\chi_{3/2}|^2=16$.
- Rotations by $120^\circ$, 8 elements: $\chi_B=0$.
- Rotations by $180^\circ$, 9 elements: $\chi_{3/2}=2\cos90^\circ+2\cos270^\circ=0$.
- Rotations by $90^\circ$, 6 elements: $\chi_{3/2}=2\cos45^\circ+2\cos135^\circ=0$.

The number of occurrences is the group average of the product of characters. The identity alone contributes:

$$
\frac{1}{24}\sum\chi_B|\chi_{3/2}|^2=\frac{3\times16}{24}=2 .
$$

The two sets in $H$ supply both. The vector $\mathbf J$ transforms like $\mathbf B$. A cubic rotation takes each $J_i$ to some $\pm J_j$, and hence $J_i^3$ to $\pm J_j^3$ with the same sign. The sets are independent: the diagonal elements of $J_z^3$ and $J_z$ have the ratio $\tfrac94$ at $m=\tfrac32$ but $\tfrac14$ at $m=\tfrac12$. Both sets are Hermitian, so $g_1$ and $g_2$ are real. Both are odd under time reversal, as $\mathbf B$ is, so $H$ respects that symmetry too.

If all rotations were symmetries, one constant would remain. The operators on a $J=\tfrac32$ quartet then divide into tensors of rank 0, 1, 2 and 3, each occurring once, and only rank 1 can be combined with $\mathbf B$. The second constant is thus permitted only by the cubic surroundings of the hole. A nonzero $g_2$ usually makes the levels depend on the field direction, but not always: for $g_2/g_1=-\tfrac25$ and $-\tfrac47$ the spectrum is the same for every direction.

### (b) The levels

For $\mathbf B=(0,0,B)$ the Hamiltonian contains only $J_z$:

$$
H=\mu_BB\left(g_1J_z+g_2J_z^3\right).
$$

Since $J_z|m\rangle=m|m\rangle$ and $J_z^3|m\rangle=m^3|m\rangle$, the energies are

$$
E_m=\mu_BB\left(g_1m+g_2m^3\right).
$$

With $(3/2)^3=27/8$ and $(1/2)^3=1/8$ this becomes

$$
E_{\pm3/2}=\pm\mu_BB\left(\frac32g_1+\frac{27}{8}g_2\right),
$$

$$
E_{\pm1/2}=\pm\mu_BB\left(\frac12g_1+\frac18g_2\right).
$$

For $g_2=0$ the four levels are equally spaced. For $g_1=0$ the outer pair is split 27 times as much as the inner pair. For a field along a cube edge the cubic term therefore acts mainly on $m=\pm\tfrac32$. Along $[111]$ the corresponding ratio is only about 1.8, as the formulas in (f) show.

The label $m$ has a symmetry reason behind it. A field along $[001]$ preserves the fourfold rotation-inversion axis of the site. Apart from a common factor, this operation multiplies $|m\rangle$ by $e^{-i\pi m/2}$. Two states acquire the same phase if their $m$ differ by a multiple of 4, but within the quartet the largest difference is 3. Hence no operator that respects this axis can mix the four states with one another, whatever its power of $B$.

**Field along [100].** The Hamiltonian is now $\mu_BB\,(g_1J_x+g_2J_x^3)$, which is not diagonal. The nonzero elements of $J_x$ connect neighbours:

$$
\langle\tfrac32|J_x|\tfrac12\rangle=\langle-\tfrac12|J_x|-\tfrac32\rangle=\frac{\sqrt3}{2},\qquad
\langle\tfrac12|J_x|-\tfrac12\rangle=1 .
$$

An element of $J_x^3$ is the sum over all three-step paths between its two states. From $\tfrac12$ to $\tfrac32$ one can cross the upper link three times, or cross the middle link forth and back and then the upper link:

$$
\langle\tfrac32|J_x^3|\tfrac12\rangle=\left(\frac{\sqrt3}{2}\right)^3+\frac{\sqrt3}{2}\times1^2=\frac{\sqrt3}{2}\times\frac74 .
$$

Between $-\tfrac12$ and $\tfrac12$ the middle link is crossed three times, or once together with a return trip over either outer link:

$$
\langle\tfrac12|J_x^3|-\tfrac12\rangle=1+\frac34+\frac34=\frac52 .
$$

One path joins the two ends:

$$
\langle\tfrac32|J_x^3|-\tfrac32\rangle=\frac{\sqrt3}{2}\times1\times\frac{\sqrt3}{2}=\frac34 .
$$

Three steps cannot change $m$ by 0 or 2. In units of $\mu_BB$ the matrix, in the order $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, is therefore

$$
\begin{pmatrix}0&a&0&c\\a&0&b&0\\0&b&0&a\\c&0&a&0\end{pmatrix},
$$

$$
a=\frac{\sqrt3}{2}\left(g_1+\frac74g_2\right),\quad b=g_1+\frac52g_2,\quad c=\frac34g_2 .
$$

It is unchanged when $m$ and $-m$ are exchanged, so the even combinations $(|m\rangle+|-m\rangle)/\sqrt2$ separate from the odd ones. The two blocks are

$$
\begin{pmatrix}c&a\\a&b\end{pmatrix}\ \text{(even)},\qquad
\begin{pmatrix}-c&a\\a&-b\end{pmatrix}\ \text{(odd)}.
$$

Let $s=g_1+\tfrac74g_2$. Then $b-c=s$ and $a^2=\tfrac34s^2$, and the even block has the eigenvalues

$$
\frac{b+c}{2}\pm\sqrt{\frac{s^2}{4}+\frac{3s^2}{4}}=\frac{g_1}{2}+\frac{13}{8}g_2\pm|s| .
$$

Whichever sign $s$ has, the pair of values is

$$
\frac32g_1+\frac{27}{8}g_2\quad\text{and}\quad-\frac12g_1-\frac18g_2 .
$$

The odd block gives the same numbers with opposite signs. These are the four $[001]$ energies, as the equivalence of the cube edges requires.

### (c) Constants from splittings

Define signed splitting factors by $E_{3/2}-E_{-3/2}=G_3\mu_BB$ and $E_{1/2}-E_{-1/2}=G_1\mu_BB$. Doubling the level energies gives

$$
G_3=3g_1+\frac{27}{4}g_2,\qquad G_1=g_1+\frac14g_2 .
$$

Subtracting three times the second from the first removes $g_1$:

$$
G_3-3G_1=\left(\frac{27}{4}-\frac34\right)g_2=6g_2 .
$$

Hence

$$
g_2=\frac{G_3-3G_1}{6},
$$

$$
g_1=G_1-\frac{g_2}{4}=G_1-\frac{G_3-3G_1}{24}=\frac{27G_1-G_3}{24}.
$$

If only $|G_3|$ and $|G_1|$ are known, and each has been assigned to its pair (the assignment itself is discussed in (e)), two signs remain open. Reversing both reverses $g_1$ and $g_2$ together. Reversing one is more serious, because it gives constants of different magnitude with the same set of $[001]$ energies. The selection rules in (e) can settle the relative sign. They cannot settle the common sign, because they stay the same when every $m$ is reversed.

### (d) Order of the levels

Divide the energies by $\mu_BBg_1$, which is positive here, and write

$$
\epsilon_3=\frac32+\frac{27}{8}r,\qquad \epsilon_1=\frac12+\frac18r .
$$

The levels are $\pm\epsilon_3$ and $\pm\epsilon_1$. Two of them can meet in four ways:

- $\epsilon_3=\epsilon_1$ gives $1+\tfrac{13}{4}r=0$, so $r=-\tfrac{4}{13}$. Here $\tfrac32$ meets $\tfrac12$, and $-\tfrac32$ meets $-\tfrac12$.
- $\epsilon_3=0$ gives $r=-\tfrac49$. The pair $\pm\tfrac32$ is unsplit.
- $\epsilon_3=-\epsilon_1$ gives $2+\tfrac72r=0$, so $r=-\tfrac47$. Here $\tfrac32$ meets $-\tfrac12$, and $-\tfrac32$ meets $\tfrac12$.
- $\epsilon_1=0$ gives $r=-4$. The pair $\pm\tfrac12$ is unsplit.

Between these points the order, from highest to lowest, is:

- $r>-\tfrac4{13}$: $\tfrac32,\ \tfrac12,\ -\tfrac12,\ -\tfrac32$
- $-\tfrac49<r<-\tfrac4{13}$: $\tfrac12,\ \tfrac32,\ -\tfrac32,\ -\tfrac12$
- $-\tfrac47<r<-\tfrac49$: $\tfrac12,\ -\tfrac32,\ \tfrac32,\ -\tfrac12$
- $-4<r<-\tfrac47$: $-\tfrac32,\ \tfrac12,\ -\tfrac12,\ \tfrac32$
- $r<-4$: $-\tfrac32,\ -\tfrac12,\ \tfrac12,\ \tfrac32$

For $g_1<0$ at the same $r$ all energies change sign, and each list is reversed.

### (e) Transitions

The oscillating field along $[100]$ couples through $g_1J_x+g_2J_x^3$, whose elements $a$, $b$ and $c$ were found in (b). In first-order perturbation theory a transition rate is proportional to the squared element.

**Outer lines,** $\tfrac32\leftrightarrow\tfrac12$ and $-\tfrac12\leftrightarrow-\tfrac32$, have the element $a$. Both have the energy difference

$$
E_{3/2}-E_{1/2}=\mu_BB\left(g_1+\frac{26}{8}g_2\right)=\mu_BB\left(g_1+\frac{13}{4}g_2\right).
$$

**The inner line,** $\tfrac12\leftrightarrow-\tfrac12$, has the element $b$ and the energy difference $\mu_BB(g_1+\tfrac14g_2)$.

**A third kind of line,** $\tfrac32\leftrightarrow-\tfrac32$, has the element $c=\tfrac34g_2$ and the energy difference $G_3\mu_BB$. In this model it vanishes with the cubic term.

Where a difference is negative, its magnitude is the transition energy. Transitions with $|\Delta m|=2$ are not driven at this order.

For $g_2=0$ the outer and inner lines coincide at $\mu_BBg_1$, and their squared elements are in the ratio $\tfrac34:1$. The cubic term separates them by

$$
\mu_BB\left(\frac{13}{4}-\frac14\right)g_2=3g_2\,\mu_BB .
$$

This is a difference of signed quantities. If both have the same sign, the observed lines are $3|g_2|\mu_BB$ apart. If the signs are opposite, the two transition energies add up to this value instead. To obtain $|g_2|$ one must therefore know whether the two signs agree, and each line must have been assigned to its pair of states, with no other effect moving the lines. The assignment needs separate information: exchanging the labels $\tfrac32\leftrightarrow-\tfrac12$ and $\tfrac12\leftrightarrow-\tfrac32$ leads to other constants with the same line energies and squared elements. The exchange gives $G_3'=-G_1$ and $G_1'=-G_3$; for $g_1=1.20$, $g_2=0.10$ the partner constants are $g_1'\approx-4.76$, $g_2'\approx1.93$. The two Hamiltonians are related by one fixed unitary change of basis, which commutes with the proper rotations of the site and changes sign under its improper operations. Their spectra therefore agree for every field direction, and rotating the field cannot decide between them. The labels must be fixed by the sign with which the states transform under the improper operations, which $H$ does not contain. Terms in $B^2$ also move the lines, but in a recognizable way. Write $E_m=\alpha_mB+\beta_mB^2$. Time reversal changes $m$ to $-m$ and $B$ to $-B$ without changing the energy, so $\alpha_{-m}=-\alpha_m$ and $\beta_{-m}=\beta_m$. The quadratic shift cancels in the inner line. It adds $(\beta_{3/2}-\beta_{1/2})B^2$ to one outer difference and subtracts it from the other. The two outer lines then split, but the mean of their signed energy differences still gives the linear result.

### (f) Numbers

At 1 T, $\mu_BB=57.884$ µeV, which corresponds to a frequency of 13.996 GHz. The level energies are

$$
E_{3/2}=(1.8000+0.3375)\,\mu_BB=2.1375\,\mu_BB=123.73\ \text{µeV},
$$

$$
E_{1/2}=(0.6000+0.0125)\,\mu_BB=0.6125\,\mu_BB=35.45\ \text{µeV},
$$

with $E_{-3/2}=-123.73$ µeV and $E_{-1/2}=-35.45$ µeV. Since $r=0.083$ exceeds $-\tfrac4{13}=-0.308$, the order is the first one in (d). The cubic term supplies about 16 % of $E_{3/2}$ but 2 % of $E_{1/2}$.

The splitting factors are $G_3=4.275$ and $G_1=1.225$. The inversion returns the input:

$$
g_2=\frac{4.275-3.675}{6}=0.10,\qquad g_1=\frac{33.075-4.275}{24}=1.20 .
$$

With the other relative sign, $G_1=-1.225$, the same formulas give

$$
g_2=\frac{4.275+3.675}{6}\approx1.33,\qquad g_1=\frac{-33.075-4.275}{24}\approx-1.56 .
$$

These very different constants reproduce the same four energies. The second-highest state would then be $m=-\tfrac12$, and its transition to the highest state, $m=\tfrac32$, would have $|\Delta m|=2$. The line between the two highest levels would be absent under the drive of (e), which distinguishes the two cases.

For the original constants the lines are:

- Outer: $1.525\times13.996=21.34$ GHz, squared element $\tfrac34(1.375)^2=1.418$.
- Inner: $1.225\times13.996=17.15$ GHz, squared element $(1.45)^2=2.103$.
- $\tfrac32\leftrightarrow-\tfrac32$: $4.275\times13.996=59.83$ GHz, squared element $(0.075)^2=0.0056$.

The outer and inner lines are 4.20 GHz apart, although $g_2$ is one twelfth of $g_1$. The last line has about 0.3 % of the squared element of the inner line. Observed intensities also depend on the populations of the levels, which are not treated here.

**Field along [111].** Let $\mathbf n$ be the unit vector along $[111]$, $P=\mathbf n\cdot\mathbf J$ with eigenvalues $M$, and $J_\pm$ the ladder operators for this axis. Each cube edge makes the same angle with $\mathbf n$, and the projections of the edges on the perpendicular plane are $120^\circ$ apart. Thus

$$
J_i=\frac{P}{\sqrt3}+\frac{1}{\sqrt6}\left(J_+e^{-i\varphi_i}+J_-e^{i\varphi_i}\right),\qquad \varphi_i=0^\circ,120^\circ,240^\circ .
$$

The cubic term is $K=\sum_iJ_i^3/\sqrt3$. Summing over the three angles removes every product whose phase does not cancel or add up to $3\varphi_i$. What is left is

$$
K=\frac{P^3}{3}+\frac{S}{6}+\frac{J_+^3+J_-^3}{6\sqrt2},
$$

where $S$ is the sum of the six orderings of $P$, $J_+$ and $J_-$. The four orderings with $P$ at an end give $4M(\tfrac{15}{4}-M^2)$, because $J_+J_-+J_-J_+=2(\tfrac{15}{4}-P^2)$. The two with $P$ in the middle give

$$
(M-1)\left[\tfrac{15}{4}-M(M-1)\right]+(M+1)\left[\tfrac{15}{4}-M(M+1)\right]=\tfrac{11}{2}M-2M^3 .
$$

Together $S=\tfrac{41}{2}M-6M^3$, so the diagonal elements of $K$ are $\tfrac{41}{12}M-\tfrac23M^3$. They equal $\pm\tfrac{23}{8}$ for $M=\pm\tfrac32$ and $\pm\tfrac{13}{8}$ for $M=\pm\tfrac12$. The operator $J_+^3$ takes $M=-\tfrac32$ to $\tfrac32$ with the factor $\sqrt3\times2\times\sqrt3=6$, so $K$ mixes these two states with the element $1/\sqrt2$. Diagonalizing that pair gives

$$
E=\pm\mu_BB\sqrt{\left(\frac32g_1+\frac{23}{8}g_2\right)^2+\frac{g_2^2}{2}} .
$$

The other two levels lie at $\pm\mu_BB(\tfrac12g_1+\tfrac{13}{8}g_2)=\pm0.7625\,\mu_BB$, so the highest level is

$$
\sqrt{(2.0875)^2+0.0050}\;\mu_BB=2.0887\,\mu_BB=120.90\ \text{µeV}.
$$

This is about 2.8 µeV below the highest level for $[001]$. With $g_2=0$ both directions would give $\tfrac32g_1\mu_BB$. The difference is therefore due to the cubic term, and $g_1m+g_2m^3$ cannot in general be used for $[111]$ by measuring $m$ along the new field direction.

## Computed results

```
Zeeman terms linear in B, cubic symmetry: 2
Zeeman terms linear in B, full rotations: 1
g1 = 1.20, g2 = 0.10 (dimensionless)
B = 1.00 T
mu_B*B = 57.884 ueV
mu_B*B/h = 13.996 GHz
E(+3/2) = +2.1375 mu_B*B = +123.73 ueV
E(+1/2) = +0.6125 mu_B*B = +35.45 ueV
E(-1/2) = -0.6125 mu_B*B = -35.45 ueV
E(-3/2) = -2.1375 mu_B*B = -123.73 ueV
splitting factor G3 = 4.2750 (dimensionless)
splitting factor G1 = 1.2250 (dimensionless)
recovered g1 = 1.2000, g2 = 0.1000
ratio g2/g1 of the example = 0.0833
crossing 3/2 with 1/2: g2/g1 = -0.3077
crossing 3/2 with -3/2: g2/g1 = -0.4444
crossing 3/2 with -1/2: g2/g1 = -0.5714
crossing 1/2 with -1/2: g2/g1 = -4.0000
outer spacing = 1.5250 mu_B*B
inner spacing = 1.2250 mu_B*B
outer lines: 21.34 GHz
inner line: 17.15 GHz
outer minus inner: 4.20 GHz
line 3/2 to -3/2: 59.83 GHz
squared drive element, outer: 1.4180
squared drive element, inner: 2.1025
squared drive element, 3/2 to -3/2: 0.005625
top level for B along [111] = 120.90 ueV
```
